\section*{Covariant kernel regression for shielding tensors with a pseudovector rank 1 part}

\section{A vector that points the wrong way}

Take the oxygen nucleus in a water molecule with two unequal OH bonds. Its shielding tensor has a small antisymmetric part, which can be written as a vector $\mathbf a$. A natural regression scheme would build $\mathbf a$ from the directions to the neighbours, as one builds a force or a dipole. All these directions lie in the molecular plane, whereas $\mathbf a$ is normal to it. For any in-plane prediction $\hat{\mathbf a}$,
\begin{equation}
|\hat{\mathbf a}-\mathbf a|^2=|\hat{\mathbf a}|^2+|\mathbf a|^2\ \ge\ |\mathbf a|^2 ,
\end{equation}
so the error is at least the whole signal, however many molecules are used for training. In the calculation below, which works with the normalized components $\sqrt2\,\mathbf a$, the signal has a root-mean-square (rms) size of 4.03 ppm and the fit with a polar kernel has an rms error of 4.03 ppm.

More data cannot cure this, because the fault lies in the symmetry built into the kernel. The cure starts from how the shielding tensor behaves under reflections.

\section{What the tensor must do}

Consider a closed-shell, nonrelativistic molecule. Let $X$ be the set of neighbour positions relative to the target nucleus, with their species. The shielding $\sigma$ is defined by the energy bilinear in the nuclear moment $\boldsymbol\mu$ and the uniform field $\mathbf B$,
\begin{equation}
E=\mu_i\,\sigma_{ij}(X)\,B_j ,
\end{equation}
with repeated indices summed. In atomic units, with the origin at the target nucleus and $\alpha$ the fine-structure constant, the vector potential is
\begin{equation}
\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r+\alpha^2\,\boldsymbol\mu\times\mathbf r/r^3 .
\end{equation}

Let $Q$ be an orthogonal matrix, proper or improper, acting on all positions. Momentum becomes $Q\mathbf p$, so the kinetic energy $\frac12(\mathbf p+\mathbf A)^2$ is invariant if $\mathbf A$ at the moved point is $Q$ times the old one. Cross products obey $(Q\mathbf x)\times(Q\mathbf y)=\det(Q)\,Q(\mathbf x\times\mathbf y)$. With $\tilde Q=\det(Q)\,Q$,
\begin{equation}
(\tilde Q\mathbf B)\times(Q\mathbf r)=\det(Q)^2\,Q(\mathbf B\times\mathbf r)=Q(\mathbf B\times\mathbf r),
\end{equation}
and the same holds for $\boldsymbol\mu$. Both are therefore axial: they must be mapped by $\tilde Q$. Invariance of the energy for all $\boldsymbol\mu$ and $\mathbf B$ gives $\tilde Q^T\sigma(QX)\tilde Q=\sigma(X)$, hence
\begin{equation}
\sigma(QX)=\tilde Q\,\sigma(X)\,\tilde Q^T=Q\,\sigma(X)\,Q^T . \label{law}
\end{equation}
The two determinants cancel.

Split $\sigma$ into its trace part, its antisymmetric part and its symmetric traceless part, of ranks 0, 1 and 2. Equation \eqref{law} preserves the trace, antisymmetry and symmetry, so the parts do not mix. Ranks 0 and 2 follow \eqref{law} with no determinant:
\begin{equation}
\operatorname{tr}\sigma(QX)=\operatorname{tr}\sigma(X),\qquad
\sigma^{(2)}(QX)=Q\,\sigma^{(2)}(X)\,Q^T .
\end{equation}

For rank 1 define $a_k=\frac12\varepsilon_{kij}\sigma_{ij}$. The definition of the determinant is $\varepsilon_{kij}Q_{kc}Q_{ia}Q_{jb}=\det(Q)\,\varepsilon_{cab}$. Multiplying by $Q_{lc}$, summing over $c$ and using $Q_{lc}Q_{kc}=\delta_{lk}$ gives
\begin{equation}
\varepsilon_{lij}Q_{ia}Q_{jb}=\det(Q)\,Q_{lc}\,\varepsilon_{cab}.
\end{equation}
Therefore
\begin{equation}
a_l(QX)=\tfrac12\varepsilon_{lij}Q_{ia}Q_{jb}\sigma_{ab}(X)=\det(Q)\,Q_{lc}\,a_c(X). \label{pseudo}
\end{equation}
This is the law of a pseudovector. Inversion, $Q=-I$, leaves $\mathbf a$ unchanged, while a polar vector would change sign.

For a planar molecule in the $xy$ plane, the reflection $Q=\mathrm{diag}(1,1,-1)$ leaves $X$ unchanged. Then $\det(Q)\,Q=\mathrm{diag}(-1,-1,1)$, and \eqref{pseudo} forces $a_x=a_y=0$. A polar vector must instead satisfy $Q\mathbf v=\mathbf v$, which forces $v_z=0$. This is the conflict of the opening example.

\section{Building the law into a kernel}

Let the rows of $U_\lambda$ be an orthonormal basis of rank $\lambda$ in the nine-dimensional space of matrices, flattened row by row. The rank 0 basis is $I/\sqrt3$ and the rank 1 basis is $\varepsilon_{kij}/\sqrt2$. The components $\sigma^\lambda=U_\lambda\operatorname{vec}\sigma$ transform with
\begin{equation}
\rho^\lambda(Q)=U_\lambda(Q\otimes Q)U_\lambda^T,\qquad \rho^1(Q)=\det(Q)\,Q .
\end{equation}
In this basis $\sigma^1=\sqrt2\,\mathbf a$ and $\sigma^0=\operatorname{tr}\sigma/\sqrt3$.

Start from a scalar kernel with $k(QX,QY)=k(X,Y)$ and average over all orthogonal matrices with the normalized invariant measure:
\begin{equation}
K^\lambda(X,Y)=\int dQ\,\rho^\lambda(Q)\,k(X,QY). \label{avg}
\end{equation}
For orthogonal $P$ and $R$, invariance of $k$ gives $k(PX,QRY)=k(X,P^{-1}QRY)$. Substituting $Q=PQ'R^{-1}$, which leaves the measure unchanged,
\begin{equation}
K^\lambda(PX,RY)=\rho^\lambda(P)\,K^\lambda(X,Y)\,\rho^\lambda(R)^T . \label{cov}
\end{equation}

For a general scalar kernel the average must include improper matrices. Let $s(X,Y)=\sum_n\mathbf v_n(X)\cdot\mathbf v_n(Y)$, with $\mathbf v_n$ polar vectors of the environment. Averaged over rotations alone, $\int Q\,s(X,QY)\,dQ=\frac13\sum_n\mathbf v_n(X)\mathbf v_n(Y)^T$, by the orthogonality relation proved below. This is a polar kernel. In the full average, $Q$ and $-Q$ carry the same $\det(Q)\,Q$ but opposite $s$, so the term cancels. A numerical test with $s+s^2$ finds this polar contamination when improper matrices are omitted. Since $\rho^\lambda(-Q)=\rho^\lambda(Q)$ for all three ranks, the full average simply discards the part of $k$ that is odd under $Y\to-Y$. A kernel that is already even, such as the one chosen next, gives the same result from rotations alone.

\section{Doing the average in closed form}

Choose radial functions $g_n(r)$ and define
\begin{align}
\mathbf v_n&=\sum_j g_n(r_j)\,\hat{\mathbf r}_j,\\
T_n&=\sum_j g_n(r_j)\left(\hat{\mathbf r}_j\hat{\mathbf r}_j^T-\tfrac13I\right).
\end{align}
With several neighbour species, $n$ also labels the species. Take
\begin{equation}
k(X,Y)=1+\sum_nT_n(X){:}T_n(Y)+s(X,Y)^2=\sum_fF_f(X){:}F_f(Y),
\end{equation}
where $M{:}N=M_{ij}N_{ij}$ and $F_f$ runs over $I/\sqrt3$, all $T_n$ and all $\mathbf v_n\mathbf v_m^T$. The last group reproduces $s^2$ because $(\mathbf v_n\mathbf v_m^T){:}(\mathbf v_n'\mathbf v_m'^T)=(\mathbf v_n\cdot\mathbf v_n')(\mathbf v_m\cdot\mathbf v_m')$. Each $F_f$ obeys $F_f(QY)=QF_f(Y)Q^T$. With $f^\lambda=U_\lambda\operatorname{vec}F_f$,
\begin{equation}
k(X,QY)=\sum_f\sum_\nu f^\nu(X)^T\rho^\nu(Q)f^\nu(Y). \label{expand}
\end{equation}

The integral now needs the averages of products of $\rho$. No rank has a smaller invariant subspace. For rank 1 this holds because rotations turn any direction into any other. For rank 2, rotate a nonzero member to diagonal form. Two diagonal entries differ, and a quarter turn exchanges them. The difference of the two matrices is proportional to $\mathrm{diag}(1,-1,0)$, up to axis labels; an eighth turn makes it off-diagonal, and relabelling axes by rotations generates all five dimensions.

For any matrix $M$, the average $\bar M=\int\rho^\lambda(Q)M\rho^\nu(Q)^TdQ$ satisfies $\rho^\lambda(P)\bar M=\bar M\rho^\nu(P)$. Its kernel and image are invariant subspaces, so it vanishes for $\lambda\ne\nu$, where the dimensions differ. For $\lambda=\nu$, its symmetric and antisymmetric parts commute with $\rho^\lambda$ separately. An eigenspace of the symmetric part is invariant, so that part is a multiple of $I$. The antisymmetric part has a null vector because the dimension is odd, so it vanishes. Taking the trace fixes $\bar M=I\operatorname{tr}M/(2\lambda+1)$. Choosing $M$ with a single unit entry at $(b,d)$ gives
\begin{equation}
\int dQ\,\rho^\lambda_{ab}(Q)\rho^\nu_{cd}(Q)=\frac{\delta_{\lambda\nu}\delta_{ac}\delta_{bd}}{2\lambda+1}. \label{orth}
\end{equation}
Inserting \eqref{expand} into \eqref{avg} yields
\begin{equation}
K^\lambda(X,Y)=\frac1{2\lambda+1}\sum_ff^\lambda(X)f^\lambda(Y)^T . \label{feature}
\end{equation}
Numerical integration over the group agrees with \eqref{feature} to rounding error.

For rank 1, $I$ and $T_n$ drop out because they are symmetric, and $\mathbf v_n\mathbf v_m^T$ gives $\mathbf v_n\times\mathbf v_m/\sqrt2$. Each pair $n\ne m$ occurs twice, so
\begin{equation}
K^1(X,Y)=\frac13\sum_{n<m}(\mathbf v_n\times\mathbf v_m)_X\,(\mathbf v_n\times\mathbf v_m)_Y^T .
\end{equation}
A cross product of two polar vectors is a pseudovector, as required. A single vector $\mathbf v_1$ is insufficient, since $\mathbf v_1\times\mathbf v_1=0$; with only one neighbour species, as in water, at least two radial channels are needed.

For water and two channels,
\begin{equation}
\mathbf v_1\times\mathbf v_2=\left[g_1(r_1)g_2(r_2)-g_1(r_2)g_2(r_1)\right]\hat{\mathbf r}_1\times\hat{\mathbf r}_2 . \label{water}
\end{equation}
It is normal to the plane, reverses when the bond lengths are exchanged, and vanishes for equal bonds. For two Gaussians of equal width and different centres, $g_1/g_2$ is the exponential of a linear function of $r$. It is monotonic, so the bracket is nonzero whenever $r_1\ne r_2$.

\section{From kernel to prediction}

The kernel \eqref{feature} combines a fixed set of features linearly. To let their coefficients depend on geometry, multiply it by
\begin{equation}
\kappa(X,Y)=\exp\!\left[-|p(X)-p(Y)|^2/2\ell^2\right],
\end{equation}
where $p$ collects the invariants $\sum_jg_n(r_j)$ and $\mathbf v_n\cdot\mathbf v_m$. Since $\kappa$ is invariant, \eqref{cov} survives. Positivity also survives. Up to factors depending on $X$ or $Y$ alone, $\kappa$ is the series $\sum_m(p\cdot p')^m/(m!\,\ell^{2m})$, so it has the form $\sum_t\phi_t(X)\phi_t(Y)$. The product kernel is then a sum over the features $\phi_tf^\lambda$.

Put these features, with the factor $(2\lambda+1)^{-1/2}$, in the columns of $\Phi$, with one row per training component. Then $K=\Phi\Phi^T$. Minimizing $|y-\Phi w|^2+\eta|w|^2$ with $\eta>0$ gives $(\Phi^T\Phi+\eta I)w=\Phi^Ty$. Trying $w=\Phi^Tc$ turns this into $\Phi^T[(K+\eta I)c-y]=0$, which is solved by
\begin{equation}
c=(K+\eta I)^{-1}y,\qquad \hat\sigma^\lambda(X)=\sum_bK^\lambda(X,X_b)\,c_b .
\end{equation}
Equation \eqref{cov} gives $\hat\sigma^\lambda(QX)=\rho^\lambda(Q)\hat\sigma^\lambda(X)$ for every choice of data. If each training molecule is turned, a block-orthogonal matrix $O$ changes $K$ to $OKO^T$, $y$ to $Oy$ and hence $c$ to $Oc$; the predictions do not change. This needs the same $\eta$ for all components of a rank that belong to one molecule; a single $\eta$, as used here, is sufficient. A constant mean may be subtracted for rank 0 but not for ranks 1 and 2, where no nonzero constant is invariant.

The failure of the polar kernel can now be derived. It is $\kappa\sum_n\mathbf v_n\mathbf v_n^T/3$, and every training vector $y_b$ is normal to the plane containing $\mathbf v_n(X_b)$. Hence $Ky=0$, $c=y/\eta$, and the prediction is zero.

\section{Reference shieldings from a density functional}

Expanding $\frac12(\mathbf p+\mathbf A)^2$, with $\mathbf A$ free of divergence, gives the linear terms $\frac12\mathbf B\cdot\mathbf L+\alpha^2\boldsymbol\mu\cdot\mathbf L/r^3$, where $\mathbf L=\mathbf r\times\mathbf p$. The cross term of $\frac12\mathbf A^2$ is $\frac{\alpha^2}{2}(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)/r^3$. With electron density $n(\mathbf r)$ it gives the diamagnetic part
\begin{equation}
\sigma^d_{ij}=\frac{\alpha^2}2\int n(\mathbf r)\left(\frac{\delta_{ij}}r-\frac{r_ir_j}{r^3}\right)d^3r .
\end{equation}
It is symmetric, so with this origin $\mathbf a$ comes entirely from the paramagnetic part.

Take real orbitals $o$ (occupied) and $u$ (empty). The field changes an occupied orbital by
\begin{equation}
\delta o=\sum_uu\,\frac{\langle u|\frac12\mathbf B\cdot\mathbf L|o\rangle}{\epsilon_o-\epsilon_u}.
\end{equation}
The matrix elements are imaginary, so the density change $4\sum_o\operatorname{Re}(o\,\delta o)$ vanishes. A semilocal functional without current dependence therefore has no first-order change of its potential. The first derivative of the energy is $\partial E/\partial\mu_i=2\alpha^2\sum_o\langle o|L_i/r^3|o\rangle$ plus the diamagnetic term. Differentiating it with respect to $B_j$ gives
\begin{equation}
\sigma^p_{ij}=2\alpha^2\sum_{ou}\operatorname{Re}\frac{\langle o|L_i/r^3|u\rangle\langle u|L_j|o\rangle}{\epsilon_o-\epsilon_u}. \label{para}
\end{equation}
The two operators differ, which permits $\sigma^p_{ij}\ne\sigma^p_{ji}$. Hybrid functionals need a coupled response, because exact exchange depends on more than the density.

The functional is PBE and the basis is 6-31G. The gauge origin moves with the nucleus, so covariance holds in this finite basis, but the values are far from basis-converged. For the water example below, 6-31G gives an isotropic shielding of 239 ppm and $a_z=2.2$ ppm, whereas aug-cc-pVTZ with the same functional and origin gives about 322 ppm and 1.0 ppm. The 6-31G data serve to test the symmetry and the regression, not to predict measured shieldings. Solvent, vibration, relativity and current dependence are left out. A self-consistent calculation in a small finite field reproduces \eqref{para} within 0.003 ppm.

\section{Water followed through the scheme}

Place oxygen at the origin and the molecule in the $xy$ plane, with the bisector along $x$, bonds of 0.92 and 1.02 angstrom and an angle of 105 degrees. The gap between the highest occupied and lowest empty orbital is 6.95 eV in 6-31G (about 6.2 eV in aug-cc-pVTZ). The isotropic shielding is
\begin{equation}
415.86-177.14=238.72\ \text{ppm},
\end{equation}
and the antisymmetric part is
\begin{equation}
a_z=\tfrac12(\sigma_{xy}-\sigma_{yx})=\tfrac12(-38.815+43.301)=2.243\ \text{ppm}.
\end{equation}

Without the correlation functional, at the same geometry, the isotropic value is 222.62 ppm and $a_z$ is 2.345 ppm. In 6-31G the correlation functional thus raises the isotropic shielding by 16.1 ppm and lowers $a_z$ by 0.10 ppm. These shifts should not be read as the effect of correlation in water, because they depend strongly on the basis: in aug-cc-pVTZ the isotropic shielding rises by only about 4 ppm, and $a_z$ rises by about 0.15 ppm instead of falling. Since neither $\sigma^d$ nor \eqref{para} has an explicit correlation term, both shifts come through the orbitals and their energies. The transformation law is the same for both functionals.

The kernel uses Gaussian channels centred at 0.80 and 1.20 angstrom, with width 0.25 angstrom, $\ell=1$ and $\eta=10^{-6}$. It is trained on 24 molecules in random proper and improper orientations, with bonds of 0.86--1.08 angstrom and angles of 95--115 degrees. For the example, which is not in the training set, it predicts 238.79 ppm and $a_z=2.241$ ppm. Exchanging the bond lengths gives $-2.241$ ppm, as \eqref{water} requires.

One favourable example does not measure accuracy. On eight other unseen molecules, the rms errors of the component vectors $\sigma^\lambda$ are
\begin{align}
\text{rank 0:}&\quad 0.660/87.653=0.8\%,\\
\text{rank 1:}&\quad 0.080/4.026=2.0\%,\\
\text{rank 2:}&\quad 0.865/66.051=1.3\%,
\end{align}
relative to the rms signal, which for rank 0 is measured from the training mean. Since $\sigma^0$ is $\sqrt3$ times the isotropic shielding, the isotropic rms error is $0.660/\sqrt3=0.38$ ppm. With eight training molecules the three component errors are 7.5, 0.18 and 6.1 ppm. These are errors of interpolation towards PBE/6-31G, not towards experiment.

\section{Where symmetry gives less help}

Hydrogen peroxide in a twisted geometry has no symmetry that fixes its oxygen site, so the direction of $\mathbf a$ is not prescribed. With OO and OH bonds of 1.45 and 0.97 angstrom, OOH angles of 100 degrees and a dihedral angle of 115 degrees, the rank 1 norm, $\sqrt2|\mathbf a|$, is 32.98 ppm in 6-31G. This is a test value whose basis convergence is not established; for water $a_z$ falls by more than half on going to aug-cc-pVTZ. For an improper image the pseudovector law holds within 0.002 ppm, and ranks 0 and 2 obey theirs within 0.01 ppm. The polar law fails by 65.96 ppm. This is twice the norm, because $\det Q=-1$ gives $\mathbf a(QX)-Q\mathbf a(X)=-2Q\mathbf a(X)$.

The chosen features have a limit of their own. At an inversion-symmetric site all $\mathbf v_n$ vanish. The tensors $T_n$ can still be nonzero and supply rank 2 features, but the rank 1 features are zero. Equation \eqref{pseudo} does not demand this, since a pseudovector is even under inversion; at such a site $\mathbf a$ can be nonzero if no other symmetry forbids it. The model would then miss it. A suitable extra feature is $\varepsilon_{kij}(T_nT_m)_{ij}$: the product $T_nT_m$ follows \eqref{law}, so this is a pseudovector, and it is nonzero when $T_n$ and $T_m$ do not commute. Covariance guarantees that a prediction turns correctly; whether the features can represent the tensor has to be checked for each class of sites. The numerical output below lists the values for the 6-31G calculations.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Radial centres 0.80, 1.20; width 0.25 angstrom
Invariant length scale 1.0; ridge 1e-06 (no unit)
Haar average minus feature formula, max: 9.8e-15
Kernel covariance error, max: 8.2e-15
Polar leak of rotation-only average, max: 1.8010
Lowest kernel-matrix eigenvalue: -2.0e-16
Rank 2 feature norm, inversion-symmetric site: 1.6857
Water example: bonds 0.92, 1.02 angstrom; angle 105 deg
PBE orbital gap: 6.950 eV
Isotropic diamagnetic part: 415.86 ppm
Isotropic paramagnetic part: -177.14 ppm
Finite field minus orbital sum, max: 2.6e-03 ppm
PBE isotropic shielding: 238.72 ppm
PBE a_z: 2.243 ppm
PBE sigma row x:   214.842   -38.815    -0.000 ppm
PBE sigma row y:   -43.301   270.053    -0.000 ppm
PBE sigma row z:     0.000     0.000   231.275 ppm
Kernel isotropic shielding: 238.79 ppm
Kernel a_z: 2.241 ppm
Kernel sigma row x:   214.924   -38.792     0.000 ppm
Kernel sigma row y:   -43.274   270.163     0.000 ppm
Kernel sigma row z:     0.000     0.000   231.290 ppm
Exchange-only PBE isotropic: 222.62 ppm
Exchange-only PBE a_z: 2.345 ppm
Correlation shift, isotropic: 16.107 ppm
Kernel a_z with bonds exchanged: -2.241 ppm
Equal-bond PBE rank 1 norm: 3.8e-05 ppm
H2O2 rank 1 norm: 32.978 ppm
H2O2 improper image, rank 0 law error: 9.8e-03 ppm
H2O2 improper image, rank 1 law error: 1.6e-03 ppm
H2O2 improper image, rank 2 law error: 8.9e-03 ppm
H2O2 rank 1 error if taken as polar: 65.956 ppm
Training range: bonds 0.86-1.08 angstrom, angle 95-115 deg
Training molecules 24, test molecules 8
Rank 0 test rms size: 87.653 ppm (rank 0: about mean)
Rank 0 rms error, 8 / 24 trained: 7.544 / 0.660 ppm
Rank 1 test rms size: 4.026 ppm (rank 0: about mean)
Rank 1 rms error, 8 / 24 trained: 0.181 / 0.080 ppm
Rank 2 test rms size: 66.051 ppm (rank 0: about mean)
Rank 2 rms error, 8 / 24 trained: 6.122 / 0.865 ppm
Rank 1 rms error with polar kernel: 4.026 ppm
Model covariance error, max: 7.3e-12 ppm
Change after turning training data, max: 2.8e-10 ppm
\end{verbatim}
